# Misfit Relief by 60-Degree Dislocations in (111) and (001) fcc Films

## Problem

A thin fcc film grows coherently on a thick substrate. Its lattice is strained equally in all in-plane directions by the misfit $f$, taken here as a positive magnitude. The film relaxes when dislocations glide through it on $\{111\}$ planes inclined to the interface and leave misfit lines there. Their Burgers vectors are the shortest lattice vectors, $\tfrac a2\langle110\rangle$, of length $b=a/\sqrt2$, where $a$ is the cubic lattice parameter. A 60-degree dislocation is one whose Burgers vector makes 60° with its misfit line.

(a) What part of $b$ relieves misfit when the film normal is $[111]$, and what part when it is $[001]$?

(b) How closely must the lines be spaced to remove the whole misfit on each face?

(c) At equal film thickness, how do the largest misfits that the two films can carry coherently compare? As an example take an fcc film with inputs chosen close to those of iridium, $a=0.384$ nm and $C_{11},C_{12},C_{44}=600,250,260$ GPa, and choose $f=0.5\,\%$ and a thickness $h=20$ nm.

## A tempting solution

The Burgers vector makes 60° with the misfit line. The line lies in the interface, so the part of $\mathbf b$ that lies in the interface and does the useful work is

$$b\cos60^\circ=\frac b2 .$$

The film normal does not enter. Both faces therefore have the same misfit-relieving component, and any difference between them must come from elasticity.

For the (001) film the value $b/2$ is correct, which makes the argument look safe.

## Where it fails

The product $b\cos60^\circ$ is the projection of $\mathbf b$ on the line itself, that is, the screw part. To see what a screw part does, consider what a misfit line is. It is the border between two areas of interface that differ by one slip event: on crossing it, the displacement of the film relative to the substrate jumps by $\mathbf b$. Resolve this jump along three perpendicular unit vectors:

- $\mathbf l$, along the line;
- $\mathbf m$, in the interface and normal to the line;
- $\mathbf n$, the film normal.

The part along $\mathbf m$ inserts or removes material across the line, so it changes the length of film that has to fit on the substrate. The part along $\mathbf l$ slides one side past the other parallel to the line, which is a shear and changes no length along $\mathbf m$ or $\mathbf l$. The part along $\mathbf n$ raises one side and tilts the film. The misfit-relieving component is therefore

$$b_m=|\mathbf b\cdot\mathbf m| .$$

The absolute value is taken because reversing $\mathbf b$ gives the line that relieves misfit of the opposite sign.

The tempting solution computed $|\mathbf b\cdot\mathbf l|$ instead. On (001) the two projections turn out to have equal size, so the wrong quantity gives the right number. On (111) they differ.

A quick repair is to use the edge part, $b\sin60^\circ=\tfrac{\sqrt3}{2}b$. This fails too, because the edge part lies in the slip plane, which is inclined, and so it points partly out of the interface.

## Part (a): the component on each face

**The (111) film.** Take the inclined slip plane $(\bar111)$. The misfit line is its intersection with the interface, so it is normal to both $[111]$ and $[\bar111]$:

$$[111]\times[\bar111]=[0\,\bar2\,2],\qquad \mathbf l=\frac{[0\,1\,\bar1]}{\sqrt2},$$

where the sense of the line is free. The direction normal to both $\mathbf l$ and $[111]$ is

$$\mathbf m=\frac{[\bar2\,1\,1]}{\sqrt6},$$

since $-2+1+1=0$ and $0+1-1=0$.

The $\langle110\rangle$ vectors lying in $(\bar111)$ satisfy $-b_1+b_2+b_3=0$. Up to sign they are $[110]$, $[101]$ and $[01\bar1]$. The last is parallel to the line: it is a pure screw, with no component along $\mathbf m$. For $\mathbf b=\tfrac a2[110]$,

$$\mathbf b\cdot\mathbf l=\frac a2\,\frac{0+1+0}{\sqrt2}=\frac{a}{2\sqrt2}=\frac b2,$$

which confirms the angle of 60°, and

$$\mathbf b\cdot\mathbf m=\frac a2\,\frac{-2+1+0}{\sqrt6}=-\frac{a}{2\sqrt6}.$$

Inserting $a=\sqrt2\,b$ gives

$$b_m=\frac{\sqrt2\,b}{2\sqrt6}=\frac{b}{2\sqrt3}\approx0.289\,b .$$

For $\tfrac a2[101]$ the projection on $\mathbf m$ is again $-a/(2\sqrt6)$, while the projection on $\mathbf l$ has the opposite sign, $-b/2$. A rotation by 120° about $[111]$ carries $(\bar111)$ into the other two inclined planes, so all six inclined 60-degree systems have the same $b_m$.

**The (001) film.** The same slip plane now meets the interface along $\mathbf l=[110]/\sqrt2$, and $\mathbf m=[1\bar10]/\sqrt2$. The screw is now $\tfrac a2[110]$. For $\mathbf b=\tfrac a2[101]$,

$$\mathbf b\cdot\mathbf l=\frac{a}{2\sqrt2}=\frac b2,\qquad
\mathbf b\cdot\mathbf m=\frac{a}{2\sqrt2}=\frac b2 .$$

Here is the coincidence that protected the wrong argument. The other 60-degree vector, $\tfrac a2[0\bar11]$, has projections $-b/2$ on $\mathbf l$ and $+b/2$ on $\mathbf m$. Rotations by 90° about $[001]$ supply the other three slip planes, eight systems in all.

**Why the faces differ.** Let $\beta$ be the angle between $\mathbf b$ and the line, and $\theta$ the angle between the slip plane and the interface. Let $\mathbf e$ be the unit vector in the slip plane normal to $\mathbf l$. Since the slip plane is the interface turned about $\mathbf l$ by $\theta$, a suitable choice of senses gives

$$\mathbf e=\cos\theta\,\mathbf m+\sin\theta\,\mathbf n,\qquad
\mathbf b=b\cos\beta\,\mathbf l+b\sin\beta\,\mathbf e .$$

Hence

$$b_m=b\sin\beta\cos\theta .$$

The angle $\theta$ is also the angle between the plane normals. For $(\bar111)$ against $(111)$, $\cos\theta=(-1+1+1)/3=1/3$, so $\theta=70.5^\circ$. Against $(001)$, $\cos\theta=1/\sqrt3$, so $\theta=54.7^\circ$. With $\sin\beta=\sqrt3/2$,

$$\frac{\sqrt3}{2}\cdot\frac13=\frac1{2\sqrt3},\qquad
\frac{\sqrt3}{2}\cdot\frac1{\sqrt3}=\frac12 .$$

The edge part is the same on both faces. The slip plane is steeper in the (111) film, and more of the edge part is spent on lifting the film. The squared parts along $\mathbf l$, $\mathbf m$, $\mathbf n$, in units of $b^2$, show where the vector goes: $\tfrac14+\tfrac1{12}+\tfrac23=1$ on (111) and $\tfrac14+\tfrac14+\tfrac12=1$ on (001).

**Two limits.** For $\theta\to90^\circ$ the component vanishes: slip on a plane standing upright on the interface moves the edge part straight up. For $\theta=0$ it is $\tfrac{\sqrt3}2b=0.866\,b$, the value of the quick repair. That case exists on (111), because the interface is itself a $\{111\}$ plane. However, the film surface is free, so the misfit stress exerts no traction on planes parallel to it, and this stress cannot drive slip there. The word "inclined" in the problem is thus a needed condition.

## Part (b): spacing at full relaxation

Consider parallel lines at spacing $p$. Over a length $L$ along $\mathbf m$ there are $L/p$ jumps, each changing the length by $b_m$, so the family relieves a strain $b_m/p$ along $\mathbf m$. The screw parts add a shear, but the two 60-degree vectors of each slip plane have equal $\mathbf b\cdot\mathbf m$ and opposite $\mathbf b\cdot\mathbf l$. If both occur equally often, the mean shear cancels. The in-plane strain relieved by one family is then

$$\frac{b_m}{p}\,\mathbf m\mathbf m^{T}.$$

On (001) there are two line directions at 90°. With the same spacing in both,

$$\frac{b_m}{p}\left(\mathbf m_1\mathbf m_1^T+\mathbf m_2\mathbf m_2^T\right)=\frac{b_m}{p}\,I ,$$

where $I$ is the in-plane unit matrix. Setting this equal to $fI$ gives $p=b_m/f$.

On (111) there are three line directions, with $\mathbf m_i=(\cos\varphi_i,\sin\varphi_i)$ and $\varphi_i=0,120^\circ,240^\circ$. The sums needed are

$$\sum\cos^2\varphi_i=1+\tfrac14+\tfrac14=\tfrac32,\qquad
\sum\sin^2\varphi_i=0+\tfrac34+\tfrac34=\tfrac32,$$

$$\sum\sin\varphi_i\cos\varphi_i=0-\tfrac{\sqrt3}4+\tfrac{\sqrt3}4=0 .$$

The relieved strain is $\tfrac32(b_m/p)I$, and therefore $p=3b_m/(2f)$.

For iridium $b=0.384/\sqrt2=0.2715$ nm, so $b_m=0.0784$ nm on (111) and $0.1358$ nm on (001). The spacings are

$$p_{111}=\frac{1.5\times0.0784}{0.005}=23.5\ \text{nm},\qquad
p_{001}=\frac{0.1358}{0.005}=27.2\ \text{nm}.$$

These look similar, although the components differ by $\sqrt3$. The reason is that the (111) film shares the work among three families. A fairer measure is the line length per area, $\rho=N/p$ for $N$ families. Taking the trace of the relieved strain gives $Nb_m/p=2f$, hence

$$\rho=\frac{2f}{b_m}$$

on both faces. This is $0.128$ nm$^{-1}$ on (111) and $0.074$ nm$^{-1}$ on (001). At the same misfit, the (111) film needs $\sqrt3=1.73$ times as much line of this inclined 60-degree type.

## Part (c): the coherency limit

**Driving force.** A dislocation threading the film from interface to surface lengthens its misfit line as it advances. The coherent film has a free surface and an in-plane isotropic stress, by the threefold or fourfold symmetry about its normal:

$$\sigma=\sigma_0\,(\mathbf m\mathbf m^T+\mathbf l\mathbf l^T),\qquad \sigma_0=Mf,$$

where $M$ is the biaxial modulus. The slip-plane normal, perpendicular to $\mathbf l$ and $\mathbf e$, is $\mathbf s=-\sin\theta\,\mathbf m+\cos\theta\,\mathbf n$. The work done by the stress per slipped area is

$$|\mathbf s\cdot\sigma\mathbf b|=\sigma_0\sin\theta\,b_m .$$

The film has width $h/\sin\theta$ measured in the slip plane, so an advance by unit length slips the area $h/\sin\theta$. The factors $\sin\theta$ cancel, and the driving force is

$$F=\sigma_0\sin\theta\,b_m\,\frac{h}{\sin\theta}=Mfh\,b_m .$$

The steeper plane feels a different shear stress over a different width, but what survives is $b_m$.

**The moduli.** On (001) the normal strain $\epsilon_n$ follows from zero normal stress, $C_{11}\epsilon_n+2C_{12}f=0$. The in-plane stress is $(C_{11}+C_{12})f+C_{12}\epsilon_n$, so

$$M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}=642\ \text{GPa}.$$

On (111) the strain is $fI_3+(\epsilon_n-f)\mathbf n\mathbf n^T$, with $I_3$ the three-dimensional unit matrix. Every entry of $\mathbf n\mathbf n^T$ is $1/3$ in the cube axes. With $B=C_{11}+2C_{12}$, the stress matrix has diagonal entries $D$ and off-diagonal entries $O$:

$$D=\frac{B(2f+\epsilon_n)}3,\qquad O=\frac{2C_{44}(\epsilon_n-f)}3 .$$

Such a matrix has the value $D+2O$ along $\mathbf n$ and $D-O$ across it. Zero normal stress, $D+2O=0$, gives

$$\epsilon_n=f\,\frac{4C_{44}-2B}{B+4C_{44}},\qquad f-\epsilon_n=\frac{3Bf}{B+4C_{44}} .$$

The in-plane stress is $D-O=-3O=2C_{44}(f-\epsilon_n)$, so

$$M_{111}=\frac{6C_{44}B}{B+4C_{44}}=\frac{6\times260\times1100}{1100+1040}=802\ \text{GPa}.$$

The coherent stresses are $4.01$ GPa on (111) and $3.21$ GPa on (001). Since $1\ \text{GPa nm}^2=6.24$ eV/nm,

$$F_{111}=4.01\times20\times0.0784\times6.24=39.2\ \text{eV/nm},$$

$$F_{001}=3.21\times20\times0.1358\times6.24=54.4\ \text{eV/nm}.$$

The (111) film is under the larger stress, yet it pushes its dislocations less.

**Critical misfit.** Let $W(h)$ be the energy per length of an isolated misfit line. Lengthening the line begins to pay when

$$Mf_c\,h\,b_m=W(h).$$

The stress of a dislocation falls as $1/r$ with distance $r$, and its energy density as $1/r^2$. Integration over rings of area $2\pi r\,dr$ gives a logarithm, cut off near $b$ at the core and near $h$ by the free surface:

$$W\simeq K\ln(h/b).$$

Assume that the substrate has the same elastic constants and crystal orientation as the film, so that the line lies in what is elastically a single crystal. The prefactor $K$ is then the same for both films. The map $(x,y,z)\to(y,-z,x)$ is a symmetry of the cube; it takes the (111) line $[01\bar1]$ to the (001) line $[110]$, and the Burgers direction $[110]$ to $[101]$. In the bulk the two are one and the same dislocation, elastic anisotropy included. At equal $h$ and to leading logarithm,

$$\frac{f_c(111)}{f_c(001)}=\sqrt3\,\frac{M_{001}}{M_{111}} .$$

With equal moduli the ratio would be $1.73$. For the iridium constants, $M_{111}/M_{001}=1.25$, and the ratio falls to $1.39$. With these constants the (111) film tolerates more misfit, but its greater stiffness takes back part of the geometrical advantage. The order is not general: it reverses when $M_{111}/M_{001}>\sqrt3$. For copper, with typical constants $C_{11},C_{12},C_{44}=168,121,75$ GPa, the moduli are $M_{001}=115$ GPa and $M_{111}=260$ GPa and the ratio is $0.76$; silver, gold and palladium also fall below 1.

For the iridium constants anisotropic elasticity gives $K\approx10$ eV/nm, so $W\approx43$ eV/nm at $h=20$ nm, and $f_c\approx0.55\,\%$ on (111) and $0.40\,\%$ on (001). The chosen misfit of $0.5\,\%$ lies between the two: to this accuracy the (111) film, with $F=39$ eV/nm, stays coherent, while the (001) film, with $F=54$ eV/nm, begins to relax. The absolute values depend on the core cutoff, which is uncertain by a factor of a few.

At fixed misfit one compares critical thicknesses instead. Let $r$ be the ratio just found. The criterion then reads

$$\frac{h_{111}}{\ln(h_{111}/b)}=r\,\frac{h_{001}}{\ln(h_{001}/b)},\qquad
\frac{h_{111}}{h_{001}}=r\,\frac{\ln(h_{111}/b)}{\ln(h_{001}/b)} .$$

For $h>2.72\,b$ the function $h/\ln(h/b)$ rises with $h$. With $r>1$ this makes $h_{111}>h_{001}$, and the thickness ratio exceeds $r$.

## How far the numbers can be trusted

The terms left out beside the logarithm depend on how $\mathbf b$ is oriented to the surface. If they differ between the faces by about $K$, the ratio shifts by about $1/\ln(h/b)=0.23$ of itself, to somewhere between 1.1 and 1.7. That size is an estimate, not a bound. For an elastically uniform half-space with the iridium constants, the elastic surface terms differ by only about $0.2K$, which lowers the ratio to about $1.33$–$1.35$. A substrate whose elastic constants differ from those of the film also changes $K$, and not necessarily by the same factor on the two faces. The whole comparison is also limited to dislocations that glide on inclined planes. Lines whose Burgers vector lies in the interface, with $b_m=b$ on (001) and $b_m=0.866\,b$ on (111), cannot glide in under the misfit stress but can form by climb, by reaction or at island edges. Their critical misfits are lower, about $0.22\,\%$ on (001) and $0.18\,\%$ on (111) for the example film to leading logarithm, and the order of the two faces is reversed. Measuring $b_m$ in the strained rather than the relaxed lattice changes it by a fraction of order $f$, or $0.5\,\%$.

The dislocation may also split into two partials joined by a stacking fault:

$$\frac a2[110]=\frac a6[12\bar1]+\frac a6[211].$$

On (111), the products with $[\bar211]$ are $-1$ and $-2$, so the partials carry one third and two thirds of $b_m$. The result $b/(2\sqrt3)$ belongs to the complete pair. If a single partial crosses the film, it relieves less and leaves a fault behind, whose energy must be added to the balance.

The chosen misfit is small compared with that of iridium on magnesium oxide. With the cube axes aligned, that misfit is roughly 9 %, and the formula of part (b) would put (111) lines about 1.3 nm apart. Lines so close are not isolated, and the criterion of part (c) does not apply. A coherent stress of 4 GPa is also high for a metal film. Full relaxation is itself a limit, approached only in thick films. By the criterion of part (c), a further line pays only while the misfit still left exceeds about $f_c(h)$, so a film of finite thickness keeps some strain even at equilibrium. Real films often keep more, because dislocations must first form and then move past obstacles. The spacing follows the strain actually relieved: in a film thick enough that half of the $0.5\,\%$ is relieved, $p_{111}$ doubles to 47 nm. The 20 nm (111) film of the example is too thin for this, since its $f_c$ is about equal to the whole misfit. The component $b_m$ is unaffected, since it depends on the slip geometry alone.
